# Random layer removal in sputtering: surface composition and depth-profile broadening

An ion beam erodes a crystal whose surface is flat at the start. Regard the crystal as a set of vertical columns of atoms with layer spacing $d$. The exposed atom of a column is its top atom, so removing it exposes exactly one more. Every exposed atom has the same constant probability $k$ per unit time of being removed, whatever its height or chemical species. Atoms neither hop between columns nor return to the surface. The algebra deals with counts of layers, so it reads the same in atomic units as in any others.

The example has round parameters in the rough regime of Auger depth profiling of a metal film with 1 keV argon ions:

- ion current density $10\ \mu\mathrm{A/cm^2}$ and sputtering yield $Y=2$ atoms per ion;
- $n_s=15$ atoms per $\mathrm{nm^2}$ in each layer, and $d=0.25$ nm;
- an interface between film and substrate at a depth of 25 nm, which is $N=100$ layers.

## (a) The rate equations

**Express $k$ through the ion flux $J$. Then write the equations for $P_n$, the fraction of columns that have lost $n$ atoms.**

The beam removes $JY$ atoms per unit area and time. These are shared among $n_s$ exposed atoms per unit area, one for each column, so

$$k=\frac{JY}{n_s}.$$

The current density is $0.1\ \mathrm{A/m^2}$. Dividing by the elementary charge gives $J=0.624$ ions per $\mathrm{nm^2}$ per second, and $k=0.624\times2/15=0.0832\ \mathrm{s^{-1}}$.

A column enters state $n$ when it loses an atom in state $n-1$, and leaves state $n$ when it loses the next one. Hence $dP_n/dt=kP_{n-1}-kP_n$. With the dimensionless dose $\mu=kt$,

$$\frac{dP_n}{d\mu}=P_{n-1}-P_n,\qquad P_{-1}=0,\qquad P_0(0)=1,\qquad P_{n>0}(0)=0.$$

## (b) The exposed layers

**Solve for $P_n(\mu)$. Which layer is the most exposed?**

The loss term alone would give a decay $e^{-\mu}$, so set $P_n=e^{-\mu}f_n$. Then

$$e^{-\mu}(f_n'-f_n)=e^{-\mu}(f_{n-1}-f_n)\quad\Rightarrow\quad f_n'=f_{n-1}.$$

For $n=0$ this reads $f_0'=0$, so $f_0=1$. For $n>0$, $f_n(0)=0$. If $f_{n-1}=\mu^{n-1}/(n-1)!$, integration from zero gives $f_n=\mu^n/n!$, and the induction is complete:

$$P_n(\mu)=e^{-\mu}\frac{\mu^n}{n!}.$$

This is the Poisson distribution. The ratio $P_n/P_{n-1}=\mu/n$ exceeds one while $n<\mu$, so the fractions rise up to $n\approx\mu$ and then fall. For integer $\mu$ the layers $n=\mu-1$ and $n=\mu$ are equally exposed.

When one layer's worth of atoms has gone, $P_0=e^{-1}=0.368$: over a third of the original top layer is still in place. At $\mu=3$ the fractions for $n=0$ to $6$ are 0.050, 0.149, 0.224, 0.224, 0.168, 0.101 and 0.050. At $\mu=100$ the largest fraction is only 0.040, so many layers are exposed together.

## (c) Depth of the surface

**Find the mean eroded depth and its standard deviation over the surface at a fixed dose.**

Use the generating function

$$G(s)=\sum_{n=0}^{\infty}P_ns^n=e^{-\mu}\sum_{n=0}^{\infty}\frac{(\mu s)^n}{n!}=e^{\mu(s-1)}.$$

Its derivatives at $s=1$ are $G'(1)=\langle n\rangle=\mu$ and $G''(1)=\langle n(n-1)\rangle=\mu^2$. Therefore

$$\operatorname{Var}(n)=\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2=\mu^2+\mu-\mu^2=\mu.$$

The mean depth is $z=\mu d$, and the standard deviation is

$$\sigma_z=d\sqrt{\mu}=\sqrt{d\,z}.$$

The square root holds at every dose in this model. Each column adds up independent random removals, so its variance grows in proportion to their mean number.

The mean surface recedes at $kd=1.25$ nm/min and reaches 25 nm after $100/k=1202$ s. The depth then has a standard deviation of 10 layers, or 2.5 nm. The relative spread $\sigma_z/z=1/\sqrt{\mu}$ is 10% there and continues to fall, although the absolute spread grows.

## (d) The profile of a buried interface

**A detector sees only the top atom of each column. Find the film signal against dose, and the mean and variance of the dose at which the interface appears.**

This is a different spread from that in part (c). There the dose was fixed and the depth varied; here the depth of the interface is fixed and the dose varies.

A column shows film as long as fewer than $N$ atoms have gone, so the signal is $I_N=\sum_{n=0}^{N-1}P_n$. Its slope follows from the rate equations, in which neighbouring terms cancel:

$$\frac{dI_N}{d\mu}=\sum_{n=0}^{N-1}(P_{n-1}-P_n)=-P_{N-1}.$$

The distribution of the dose at which columns lose their last film atom is therefore

$$p(\mu)=-\frac{dI_N}{d\mu}=\frac{\mu^{N-1}e^{-\mu}}{(N-1)!}.$$

Since $\int_0^\infty\mu^{r}e^{-\mu}d\mu=r!$ for integer $r\ge0$,

$$\langle\mu\rangle=\frac{N!}{(N-1)!}=N,\qquad \langle\mu^2\rangle=\frac{(N+1)!}{(N-1)!}=N(N+1),$$

and the variance is $N(N+1)-N^2=N$. On a depth scale made with $z=\mu d$, an interface at $z_N=Nd$ is broadened by

$$\sigma=d\sqrt N=\sqrt{d\,z_N}.$$

The two spreads agree when the mean depth equals the interface depth. For a single film layer, $I_1=e^{-\mu}$: the profile is an exponential, far from a symmetric step, yet its variance obeys the same law.

## (e) The 16–84% width

**Profiles are often described by the distance over which the signal falls from 84% to 16%. Find this width for large $N$, and compare it with numerical values.**

For $s<1$,

$$\langle e^{s\mu}\rangle=\int_0^\infty\frac{\mu^{N-1}e^{-(1-s)\mu}}{(N-1)!}\,d\mu=(1-s)^{-N}.$$

Now let $x=(\mu-N)/\sqrt N$, which has mean zero and variance one. Replacing $s$ by $s/\sqrt N$ and including the shift gives

$$\ln\langle e^{sx}\rangle=-s\sqrt N-N\ln\!\left(1-\frac{s}{\sqrt N}\right)=\frac{s^2}{2}+\frac{s^3}{3\sqrt N}+\dots$$

As $N\to\infty$ only $s^2/2$ remains, which belongs to a Gaussian of unit variance. The cubic term is the fading asymmetry of the profile, with its longer tail towards greater dose. A Gaussian lies below its mean plus one standard deviation with probability 84.13%, and below its mean minus one with probability 15.87%. With these levels,

$$W_{16\text{–}84}\simeq2d\sqrt N=2\sqrt{d\,z_N}.$$

For finite $N$ the rate equations were propagated numerically with a matrix exponential in dose steps of 0.25, and the two crossing doses were found by linear interpolation, which leaves an error of up to about 0.001 nm in the widths:

| Interface depth | $N$ | Numerical width | $2\sqrt{dz_N}$ |
|---|---:|---:|---:|
| 6.25 nm | 25 | 2.484 nm | 2.5 nm |
| 25 nm | 100 | 4.992 nm | 5 nm |
| 100 nm | 400 | 9.996 nm | 10 nm |

At 25 nm the width is 5.0 nm, or 50 angstrom. Four times the depth gives about twice the width. Between the first and last rows the growth exponent is 0.502. It lies slightly above one half because the shallowest width falls short of its limit by the largest fraction.

## (f) Two atoms from one ion

**The yield $Y=2$ is an average. Suppose now that every ion removes exactly two atoms. What happens if the pair comes from neighbouring columns, and what if both atoms come from one column?**

Let ions arrive independently, and consider a row of columns. In the first case, an ion striking column $i$ removes one atom from it and one from column $i+1$. Let $A_i$ be the number of ions striking column $i$, a Poisson number of mean $\mu/2$. The loss of a column is $n_i=A_i+A_{i-1}$. A sum of independent Poisson numbers is Poisson, because their generating functions multiply:

$$e^{\mu(s-1)/2}\,e^{\mu(s-1)/2}=e^{\mu(s-1)}.$$

The distribution of part (b) survives. Neighbours are now correlated, since $n_i$ and $n_{i+1}$ share $A_i$: their covariance is $\mu/2$ and their correlation coefficient is $1/2$.

In the second case $n_i=2A_i$. The mean is still $\mu$, but the variance is $4\times\mu/2=2\mu$. The depth spread keeps its square-root growth and is larger by $\sqrt2$.

A simulation with 65,536 columns and a mean loss of 100 layers gave variance-to-mean ratios of 1.00 and 2.00 for the two cases, and a neighbour correlation of 0.50 in the first. At 25 nm, same-column pairs raise $2\sigma$ from 5.0 to 7.1 nm.

## (g) What "exposed" must mean

**Suppose instead that an atom is covered by four atoms, all exposed at the start, and becomes exposed only when all four have gone. How long does this take on average?**

With four atoms present the first leaves after a mean time $1/(4k)$. The next takes $1/(3k)$, and so on:

$$\langle t\rangle=\frac1k\left(\frac14+\frac13+\frac12+1\right)=\frac{25}{12k}\approx\frac{2.08}{k}.$$

In the column model the mean wait is $1/k$. An equal removal rate for all exposed atoms is thus not enough for the Poisson law. The derivation in part (b) also relies on each removal exposing one new atom, whatever the state of the neighbouring columns.

## (h) Effects that widen the measured profile

**Estimate the influence of a 1 nm electron escape depth and of a 2 nm zone mixed by the ions.**

*Escape depth.* Let electrons leave along their column and be attenuated by $q=e^{-d/\lambda}$ per layer, equally in film and substrate. The atom $j$ layers below the top then contributes a share $w_j=(1-q)q^j$. It belongs to the film if $n+j<N$, so the signal is

$$S=\sum_{j=0}^{N-1}w_jI_{N-j}.$$

Thus $-dS/d\mu$ is a mixture of the distributions of part (d), with $N$ replaced by $N-j$. The cut-off at $j=N-1$ matters only at order $q^N=e^{-25}$, so it is dropped here. Put $m=q/(1-q)$. The geometric series gives $\langle j\rangle=m$ and $\langle j(j-1)\rangle=2m^2$, so $\operatorname{Var}(j)=m^2+m$. The total variance is the mean of the separate variances plus the variance of their means:

$$V=\langle N-j\rangle+\operatorname{Var}(j)=N-m+m^2+m=N+m^2.$$

For $\lambda=1$ nm, $q=0.779$ and $m^2=12.4$. Hence $2\sigma=2d\sqrt{112.4}=5.3$ nm, against 5.0 nm.

*Ion mixing.* Let the top $M$ layers be fully mixed. Once this zone reaches the interface, each step removes one layer of average composition and admits one substrate layer. The film share $c$ becomes $c(1-1/M)$. The drop at step $r$ is therefore $(1/M)(1-1/M)^{r-1}$, a geometric distribution with $q=1-1/M$ and $m=M-1$. Its variance is

$$m^2+m=M(M-1).$$

A zone of 2 nm has $M=8$ and variance 56. If mixing and roughening are taken as independent, their variances add, and $2\sigma=2d\sqrt{156}=6.2$ nm. The mixed profile has a long tail towards greater dose. This tail adds more to the variance than to the central part of the profile, so the 16–84% width, 6.0 nm, is a little smaller than $2\sigma$. The two contributions are equal at $N=56$, a depth of 14 nm. At smaller depths mixing is the larger.

## (i) Effects that smooth the surface

**Let atoms standing above the mean surface be removed faster, at the rate $k[1+\beta(\mu-n)]$. Does the square-root law survive? What does downhill hopping do?**

A column with $n<\mu$ stands proud and erodes faster if $\beta>0$. Write $a_n=1+\beta(\mu-n)$. It must not be negative, so it is set to zero for $n>\mu+1/\beta$, a region with negligible population in this example.

Each removal raises $n$ by 1 and $n^2$ by $2n+1$. Hence $d\langle n\rangle/d\mu=\langle a_n\rangle=1+\beta(\mu-\langle n\rangle)$, which with $\langle n\rangle=0$ at the start is solved by $\langle n\rangle=\mu$. With $V=\langle n^2\rangle-\mu^2$,

$$\langle na_n\rangle=\mu+\beta(\mu^2-\langle n^2\rangle)=\mu-\beta V,$$

$$\frac{dV}{d\mu}=2\langle na_n\rangle+\langle a_n\rangle-2\mu=1-2\beta V
\quad\Rightarrow\quad V=\frac{1-e^{-2\beta\mu}}{2\beta}.$$

For $2\beta\mu\ll1$ this returns $V\simeq\mu$. For $2\beta\mu\gg1$ it saturates at $1/(2\beta)$, and the spread no longer depends on depth. With an illustrative $\beta=0.05$, a rate change of 5% per layer of height, $V=10$ at $\mu=100$. The surface spread $2\sigma_z$ is then 1.6 nm instead of 5.0 nm.

Hopping was simulated on a lattice of $64\times64$ columns with equal removal rates. After each removal, one randomly chosen top atom attempted to move to a random neighbouring column, and moved if that column was at least two layers lower. Between mean losses of 25 and 100 layers the variance rose only from about 4 to about 5 layers squared, with some scatter between runs. Without hops it rose from 25 to 101. At 100 layers, hopping reduced $2\sigma_z$ to 1.1 nm.

**Comparison with real depth profiling.** The current, yield, layer spacing and escape depth are ordinary in order of magnitude for argon profiling of metals. The mixing depth is a rough choice for 1 keV, while $\beta$ and the hopping frequency are illustrative and belong to no particular metal. Real surfaces break the assumptions of equal removal rates and immobile atoms. The smoothing rules of part (i), with the numbers used here, lower the surface spread from 5.0 nm to between 1 and 2 nm, whereas mixing without smoothing raises $2\sigma$ of the interface profile to 6.2 nm. An uneven beam is also left out: if the flux has a relative standard deviation $f$ across the analysed area, it gives the surface a depth spread $fz$, which grows linearly with depth and adds to the random spread in quadrature. The value $2\sqrt{dz}$ is therefore neither an upper nor a lower bound on a measured width. It is the contribution of random removal when each column loses single atoms, independently and at one common rate, and nothing smooths the surface.
